# What an Arrhenius slope says about a magnetic bit's operating barrier

**The argument under review**

A perpendicular magnetic memory bit is baked at five temperatures, and its mean reversal time \(\tau\) is recorded.

| \(T\) (K) | \(\tau\) (s) |
|---|---|
| 440 | \(1.316\times10^{6}\) |
| 460 | \(1.056\times10^{5}\) |
| 480 | \(1.046\times10^{4}\) |
| 500 | \(1.246\times10^{3}\) |
| 520 | \(1.748\times10^{2}\) |

Plotted as \(\ln\tau\) against \(1/kT\), the points lie on a straight line. The end points give its slope:

\[
\frac{\ln(1.316\times10^{6}/174.8)}{26.374-22.316}\ \text{eV}=\frac{8.926}{4.058}\ \text{eV}=2.20\ \text{eV}.
\]

The argument continues: "The line is straight, so the barrier is constant and equals 2.20 eV. At the operating temperature of 358 K, where \(kT=0.03085\) eV, the stability factor is therefore 71.3. With the usual attempt time of 1 ns, the bit keeps its state for \(3\times10^{14}\) years."

The data and the slope are sound. Does the conclusion about 358 K follow from them?

**What the slope measures**

Let \(E(T)\) be the free-energy barrier at temperature \(T\), \(\tau\) the mean escape time from one well, and \(\tau_0\) an attempt time, taken for now as constant. With \(\beta=1/kT\),

\[
\tau=\tau_0\,e^{E(T)/kT},\qquad \ln\tau=\ln\tau_0+\beta E(T).
\]

The plot is made by changing the temperature, so \(E\) must be differentiated too. Since \(T=1/(k\beta)\), we have \(dT/d\beta=-1/(k\beta^2)=-kT^2\), and

\[
\frac{d\ln\tau}{d\beta}=E+\beta\frac{dE}{dT}\left(-kT^2\right)=E-T\frac{dE}{dT}.
\]

The right-hand side is the height at which the tangent to \(E(T)\), drawn at the measuring temperature, meets the axis \(T=0\). It equals \(E(T)\) if the barrier is stationary there.

When is the plot straight? The slope must not change with temperature:

\[
0=\frac{d}{dT}\left(E-T\frac{dE}{dT}\right)=-T\frac{d^2E}{dT^2}.
\]

For constant \(\tau_0\), a straight plot thus requires a barrier linear in temperature, \(E=E_0-bT\), and leaves \(b\) free. Inserting this form gives

\[
\ln\tau=\left(\ln\tau_0-\frac{b}{k}\right)+\frac{E_0}{kT}.
\]

The slope is \(E_0\). The fall of the barrier has moved into the intercept, where it multiplies the apparent attempt frequency by \(e^{b/k}\). The inference from "straight" to "constant" is the faulty step.

The times in the table are model values generated with \(E_0=2.2\) eV, \(b=2\) meV/K and \(\tau_0=1\) ns. Their barrier falls from 1.32 eV at 440 K to 1.16 eV at 520 K and is nowhere near 2.2 eV. The trace of this fall is the fitted attempt frequency. Here \(b/k=23.2\) and \(e^{b/k}=1.2\times10^{10}\), so the fit returns \(1.2\times10^{19}\) s\(^{-1}\) in place of \(10^{9}\) s\(^{-1}\). The argument discarded this number and put 1 ns in its place.

**Consequences at 358 K**

Suppose that the linear law holds from 358 K to 520 K. The barrier in use is then

\[
E(358\ \text{K})=2.2-0.002\times358=1.484\ \text{eV},\qquad \frac{E}{kT}=\frac{1.484}{0.03085}=48.1,
\]

and the retention time is \(10^{-9}\,e^{48.1}\ \text{s}=7.8\times10^{11}\) s, or \(2.5\times10^{4}\) years.

The whole fitted line, slope and intercept together, gives the same retention, because the line is \(\ln\tau\) itself. The argument fails by joining the slope to an attempt time from elsewhere:

\[
\frac{\tau_0e^{E_0/kT}}{\tau_0e^{(E_0-bT)/kT}}=e^{b/k}.
\]

This overestimate is the same at every temperature in the linear range. The opposite mixture, the operating barrier with the fitted prefactor, is too short by the same factor and would give about 65 s.

For an array of \(2^{30}\) identical bits, the expected number of flips in ten years is \(2^{30}(1-e^{-t/\tau})\). The correct retention gives \(4.4\times10^{5}\) flips; the disputed one gives \(4\times10^{-5}\).

If the barrier itself is wanted, it follows from a retention time and an independently known attempt time:

\[
E(T)=kT\ln\frac{\tau(T)}{\tau_0}.
\]

A tenfold error in \(\tau_0\) shifts this result by \(kT\ln10=0.071\) eV at 358 K. Reading the slope as the barrier costs \(bT=0.716\) eV.

The original argument becomes acceptable as \(b\to0\), but the condition is strict. For the lifetime it is \(b\ll k\), or \(b\ll0.086\) meV/K. At \(b=k\), the barrier changes by only 7 meV across the 80 K window, yet the disputed retention is already wrong by a factor \(e\).

**Is the large prefactor unphysical?**

It is not an attempt frequency, but it has a meaning. Let the magnetization direction be held at the well (w) or at the saddle (s), while the other classical coordinates \(y\) fluctuate with potential energies \(V_w(y)\) and \(V_s(y)\) that do not depend on temperature. With \(Z_i=\int e^{-\beta V_i}dy\), the free-energy barrier is \(E=-kT\ln(Z_s/Z_w)\). Because \(d/d\beta=-kT^2\,d/dT\),

\[
E-T\frac{dE}{dT}=\frac{d(\beta E)}{d\beta}=-\frac{d\ln Z_s}{d\beta}+\frac{d\ln Z_w}{d\beta}=\langle V_s\rangle-\langle V_w\rangle\equiv U.
\]

The slope is the energy difference \(U\), while retention is governed by the free-energy difference \(E=U-TS\). Comparing the two expressions gives \(S=-dE/dT\), which is \(b\) for the linear law. The factor \(e^{b/k}\) is thus \(e^{S/k}\), the weight of the activation entropy. It may be placed in the barrier or in the prefactor; the disputed estimate leaves it out of both.

Quadratic coordinates show how a linear fall can arise. A coordinate with energy \(\tfrac12\kappa y^2\) contributes \(\sqrt{2\pi kT/\kappa}\) to \(Z\). The temperature cancels in the ratio, leaving

\[
E=U-\frac{kT}{2}\sum_j\ln\frac{\kappa_{w,j}}{\kappa_{s,j}},\qquad b=\frac{k}{2}\sum_j\ln\frac{\kappa_{w,j}}{\kappa_{s,j}}.
\]

The barrier falls if the surroundings are softer at the saddle. With 100 equal coordinates, \(b/k=23.2\) needs \(\kappa_s/\kappa_w=e^{-2\times23.2/100}=0.63\). In this model a modest softening, shared by many coordinates, produces ten orders of magnitude. The count and the ratio are illustrative only; in a real free layer the fall is seen as the decrease of magnetization and anisotropy with temperature, which need not be linear.

**The extrapolation is not the barrier at absolute zero**

The classical coordinates above would keep the fall linear down to \(T=0\). Real modes are quantized and freeze out, so entropy differences vanish as \(T\to0\), \(dE/dT\) vanishes with them, and the linear law must fail. Take as an illustration \(E=A-CT^{3/2}\), whose slope function is

\[
E-T\frac{dE}{dT}=A-CT^{3/2}+\tfrac32CT^{3/2}=A+\tfrac12CT^{3/2}.
\]

Match this barrier to the linear one in value and derivative at 480 K. The derivative requires \(\tfrac32CT^{1/2}=b\), so \(CT^{3/2}=\tfrac23bT=0.64\) eV, and the value requires \(A=1.24+0.64=1.88\) eV. A least-squares line through the five bake temperatures has slope 2.20 eV, which is 0.32 eV above the true zero-temperature barrier.

The plot hardly shows the curvature: the largest misfit in \(\ln\tau\) is 0.021, or 2 % in time. Extrapolation suffers more. The slope decreases as \(\beta\) grows, so a line fitted in the bake window lies above the curve at 358 K, and it overestimates retention there by a factor of 1.6. This is the price of using the whole line outside the range where linearity is known.

**A temperature-dependent attempt frequency**

A constant \(\tau_0\) is also an idealization. For uniform rotation in a uniaxial magnet, let \(x\) be the cosine of the angle from the easy axis, \(\Delta=E/kT\) and \(u=\Delta(1-x^2)\). The moment is \(\mu\), the damping \(\alpha\) and the gyromagnetic ratio \(\gamma\). In the Fokker–Planck description, the mean time \(t(x)\) to reach the barrier top at \(x=0\) obeys

\[
\frac{e^{u}}{2\tau_N}\frac{d}{dx}\left[(1-x^2)e^{-u}\frac{dt}{dx}\right]=-1,\qquad \tau_N=\frac{\mu(1+\alpha^2)}{2\alpha\gamma kT}.
\]

The bracket vanishes at \(x=1\), and \(t(0)=0\). Integrating twice gives

\[
t(1)=2\tau_N\int_0^1\frac{e^{u(x)}}{1-x^2}\,dx\int_x^1e^{-u(y)}\,dy.
\]

For \(\Delta\gg1\) the outer integral comes from small \(x\) and gives \(e^{\Delta}\tfrac12\sqrt{\pi/\Delta}\). The inner one comes from \(y\) near 1, where \(u\approx2\Delta(1-y)\), and gives \(1/(2\Delta)\). Half of the arrivals at the top fall back, so \(\tau=2t(1)=\sqrt\pi\,\tau_Ne^{\Delta}/\Delta^{3/2}\). Writing \(\tau=e^{\Delta}/f_0\) and using \(kT\Delta=E\),

\[
f_0=\frac{\Delta^{3/2}}{\sqrt\pi\,\tau_N}=\frac{\alpha\gamma}{1+\alpha^2}\,\frac{2E}{\mu}\sqrt{\frac{\Delta}{\pi}}.
\]

The term \(-\ln f_0\) in \(\ln\tau\) adds \(kT\,d\ln f_0/d\ln T\) to the slope. At fixed \(\mu\), \(f_0\propto E^{3/2}T^{-1/2}\), so at 480 K, where \(kT=0.0414\) eV,

\[
kT\left(\frac32\frac{T}{E}\frac{dE}{dT}-\frac12\right)=0.0414\left(-\frac32\,\frac{0.96}{1.24}-\frac12\right)\text{eV}=-0.069\ \text{eV}.
\]

I evaluated the double integral by Gauss–Legendre quadrature at the five bake temperatures for a disc of diameter 30 nm and thickness 2 nm, with magnetization 1000 kA/m, \(\alpha=0.01\) and the same linear barrier. The fitted slope is 2.13 eV, as the correction predicts. The fitted attempt frequency is \(3\times10^{18}\) s\(^{-1}\), although \(f_0\) is \(1.5\times10^{9}\) s\(^{-1}\) at 480 K. Extrapolated to 358 K, the whole line falls 14 % short of the retention computed there. The slope combined with \(f_0\) at 358 K overstates it by a factor of \(1.2\times10^{9}\). This is ten times less than \(e^{b/k}\), because the slope is 0.071 eV smaller and \(e^{-0.071/0.03085}=0.10\). These numbers hold \(\mu\) fixed. In a real layer the magnetization falls with temperature, and since \(f_0\propto1/\mu\) this cancels part of the shift: for \(\mu\propto1-(T/T^*)^{3/2}\) with \(T^*\) between 900 and 1200 K, the fitted slope is 2.15 to 2.17 eV and the shortfall 3 to 9 %.

**How the model stands beside a real device**

These dimensions, magnetization and damping are rough typical values for a CoFeB/MgO free layer; the barrier law is assumed. The stability factor of 48 is low for a large array with ten-year retention. Fewer than one expected flip in \(2^{30}\) identical bits would need \(48.1+\ln(4.4\times10^{5})\approx61\), for \(\tau_0=1\) ns and no error correction. Real arrays break the assumption of identical bits. If each barrier is multiplied by a Gaussian factor of mean 1 and relative width \(s\), the initial mean flip rate is

\[
\frac{1}{\tau_0}\left\langle e^{-\Delta(1+s\xi)}\right\rangle=\frac{1}{\tau_0}e^{-\Delta+s^2\Delta^2/2},
\]

where \(\xi\) is a standard normal variable. For \(s=0.05\) and \(\Delta=48.1\) the rate rises by a factor of 18. Since \(d\Delta/d\beta=E_0\), the slope obtained from initial rates becomes \(E_0(1-s^2\Delta)\), and the fit over the bake window gives 2.03 eV. In initial rates, spread therefore lowers the slope, but leaves it far above 1.48 eV. Averaging the individual reversal times instead gives most weight to the strongest bits and raises the slope, here to 2.37 eV.

A stray field \(B\) opposing the stored state matters about as much. The energy \(E\sin^2\theta+\mu B\cos\theta\) has its maximum at \(\cos\theta=h\), with \(h=\mu B/2E\). The maximum is \(E(1+h^2)\) and the starting energy is \(2Eh\), so the barrier is \(E(1-h)^2\). For 10 mT against an anisotropy field \(2E/\mu\) of 336 mT, it drops from 1.484 to 1.397 eV. At fixed prefactor, this shortens retention at 358 K about 17-fold.

Uniform rotation is itself near its limit. With exchange stiffness \(A_{ex}\) and anisotropy density \(K=E/\text{volume}\), a ripple of wavenumber \(q\) on the uniform saddle costs energy if \(A_{ex}q^2>K\). The longest ripple on a free disc of diameter \(d\) has \(q=2\times1.84/d\), where 1.84 is the first zero of \(J_1'\). With demagnetization treated as a local part of \(K\), stability at 358 K needs \(A_{ex}>11\) pJ/m, against a rough 15 pJ/m taken here. With the same \(K\) and 15 pJ/m, the limiting diameter would be \(30\sqrt{15/11.16}\approx35\) nm. This local estimate is too favourable, because the magnetostatic interaction between different parts of the disc is not small beside \(K\). Including it raises the required stiffness to about 16 pJ/m and lowers the limiting diameter to about 29 nm. At 358 K the 30 nm disc is thus slightly past the limit for 15 pJ/m, and its uniform rotation is an idealization. A disc clearly wider than the limit would reverse non-uniformly, over a barrier lower than that of its uniform rotation. The formula for \(f_0\) would then fail, while the slope relation \(E-T\,dE/dT\) would still apply to the new barrier, provided that the prefactor varies slowly.
